\section*{Why deep traps dominate recombination, and when midgap is special}

\section{The form fixed by units and symmetry}

A trap in the gap destroys an electron--hole pair by capturing one carrier of each kind. Let $n$ and $p$ be the electron and hole densities, $N_t$ the trap density, and $c_n$ and $c_p$ the capture coefficients in cm$^3$\,s$^{-1}$. The net rate $U$ per volume must vanish in equilibrium, where $np=n_i^2$, with $n_i$ the intrinsic density. Two captures therefore suggest the combination $N_tc_nc_p(np-n_i^2)$. Its unit is cm$^{-3}$\,s$^{-2}$, so it has to be divided by a rate. The natural candidate is the rate at which the mean trap occupation relaxes to its steady value at fixed carrier densities. Filling and emptying both speed up this relaxation, so its rate is the sum of two capture rates and two emission rates.

The trap energy $E_t$ enters through the emission rates $e_n$ (electron to the conduction band) and $e_p$ (hole to the valence band). Raising the level by $kT$ multiplies $e_n$ by $e$ and divides $e_p$ by $e$, at fixed capture coefficients. Their product stays constant, and there is one energy at which they are equal. Reflection of the level about that energy exchanges $e_n$ and $e_p$ and leaves their sum unchanged. The lifetime should then be a constant plus a hyperbolic cosine centred on that energy. The constant makes a plateau and the cosine makes its walls. The derivation below confirms this form and fixes every factor.

In neutral material under weak injection, doped so that the Fermi level lies many $kT$ from that energy, a wide range of deep levels is almost equally effective at equal trap density and capture coefficients. A sharp preference for a central level appears when the capture rates do not dominate the emission rates of the central level: in depletion, or when the Fermi level is close to that energy.

\section{Emission rates from detailed balance}

The bands are taken as non-degenerate, so that
\begin{equation}
n_0=n_i e^{x_F},\qquad p_0=n_i e^{-x_F},\qquad
x_F=\frac{E_F-E_i}{kT}.
\end{equation}
The subscript 0 denotes equilibrium, $E_F$ is the Fermi level, and $E_i$ is the Fermi level of intrinsic material. With effective densities of states $N_c$ and $N_v$, $E_i$ lies $\tfrac12kT\ln(N_v/N_c)$ above midgap.

Let $m$ be the density of electron-filled traps. The four processes have the rates
\begin{align}
\text{electron capture: }&c_nn(N_t-m), &
\text{electron emission: }&e_nm,\\
\text{hole capture: }&c_ppm, &
\text{hole emission: }&e_p(N_t-m).
\end{align}
In equilibrium the ratio of empty to filled traps is
\begin{equation}
\frac{N_t-m_0}{m_0}=e^{(E_t-E_F)/kT}.
\end{equation}
Any ratio of degeneracies of the two charge states is absorbed in the effective level $E_t$. Detailed balance requires each capture process to cancel its own reverse. Writing $x=(E_t-E_i)/kT$, we find
\begin{align}
e_n&=c_nn_0\frac{N_t-m_0}{m_0}
=c_nn_ie^{x_F}e^{x-x_F}=c_nn_1, & n_1&=n_ie^x,\\
e_p&=c_pp_0\frac{m_0}{N_t-m_0}
=c_pn_ie^{-x_F}e^{x_F-x}=c_pp_1, & p_1&=n_ie^{-x}.
\end{align}
Thus $n_1$ and $p_1$ are the carrier densities that Boltzmann statistics would give if the Fermi level lay at the trap, and $n_1p_1=n_i^2$. In terms of the band edges $E_c$ and $E_v$, $n_1=N_ce^{-(E_c-E_t)/kT}$ and $p_1=N_ve^{-(E_t-E_v)/kT}$, which contain the Boltzmann factors for releasing an electron to the conduction band and a hole to the valence band. The same emission coefficients are used out of equilibrium, which assumes that the carriers in each band and the lattice remain thermal at $T$.

\section{From trap occupation to lifetime}

In a steady state, net electron capture equals net hole capture:
\begin{equation}
c_n[n(N_t-m)-n_1m]=c_p[pm-p_1(N_t-m)].
\label{balance}
\end{equation}
Collecting the terms in $m$ gives
\begin{equation}
m=N_t\frac{c_nn+c_pp_1}{D},\qquad
N_t-m=N_t\frac{c_nn_1+c_pp}{D},
\end{equation}
with $D=c_n(n+n_1)+c_p(p+p_1)$. Insertion into the left side of \eqref{balance} yields
\begin{align}
U&=\frac{N_tc_n}{D}
\left[n(c_nn_1+c_pp)-n_1(c_nn+c_pp_1)\right]\nonumber\\
&=\frac{N_tc_nc_p(np-n_i^2)}{D}.
\label{U}
\end{align}
The terms $c_nnn_1$ cancel, and $n_1p_1=n_i^2$ was used. The denominator is the sum of rates expected from the opening argument.

Now add equal small excess densities, $n=n_0+\delta$ and $p=p_0+\delta$. Then
\begin{equation}
np-n_i^2=(n_0+p_0)\delta+\delta^2.
\end{equation}
Weak injection means $\delta\ll n_0+p_0$, so that $\delta^2$ can be dropped, and $(c_n+c_p)\delta\ll D_0$, so that $D$ can keep its equilibrium value $D_0$. With $\tau=\delta/U$,
\begin{equation}
\tau=\frac{D_0}{N_tc_nc_p(n_0+p_0)}
=\frac{\tau_{p0}(n_0+n_1)+\tau_{n0}(p_0+p_1)}{n_0+p_0},
\label{tau}
\end{equation}
where $\tau_{p0}=1/(c_pN_t)$ and $\tau_{n0}=1/(c_nN_t)$.

Equal excess densities require little excess charge on the traps. Linearizing \eqref{balance} gives
\begin{equation}
D_0\,\delta m=\left[c_n(N_t-m_0)-c_pm_0\right]\delta ,
\end{equation}
so $|\delta m|/\delta$ is at most $N_t\max(c_n,c_p)/D_0$. In n-type material $D_0>c_nn_0$, and it suffices that $(N_t/n_0)\max(1,c_p/c_n)\ll1$. The trap occupation must follow the decay, which requires $1/\tau\ll D_0$. In n-type material $1/(\tau D_0)=N_tc_nc_p(n_0+p_0)/D_0^2<2(N_t/n_0)(c_p/c_n)$, so the same condition secures this as well.

\section{The plateau and its width}

Define the centre
\begin{equation}
x_c=\frac12\ln\frac{c_p}{c_n}.
\end{equation}
Then $c_n=\sqrt{c_nc_p}\,e^{-x_c}$ and $c_p=\sqrt{c_nc_p}\,e^{x_c}$. The two emission terms combine as
\begin{align}
c_nn_1+c_pp_1
&=n_i\sqrt{c_nc_p}\left(e^{x-x_c}+e^{-(x-x_c)}\right)\nonumber\\
&=2n_i\sqrt{c_nc_p}\cosh(x-x_c).
\label{emission}
\end{align}
Since $n_0$ and $p_0$ have the same form with $x_F$ in place of $x$,
\begin{equation}
c_nn_0+c_pp_0=2n_i\sqrt{c_nc_p}\cosh(x_F-x_c).
\label{capture}
\end{equation}
Dividing \eqref{emission} by \eqref{capture} puts \eqref{tau} into the form
\begin{equation}
\boxed{\frac{\tau}{\tau_{\rm fl}}
=1+\frac{\cosh(x-x_c)}{\cosh(x_F-x_c)}},\qquad
\tau_{\rm fl}=\frac{\tau_{p0}n_0+\tau_{n0}p_0}{n_0+p_0}.
\label{law}
\end{equation}
The floor $\tau_{\rm fl}$ is what remains when $n_1$ and $p_1$ are omitted from \eqref{tau}. In n-type material with $p_0\ll n_0$ and $\tau_{p0}n_0\gg\tau_{n0}p_0$ it is $\tau_{p0}$, the time for a hole to be captured when every trap holds an electron.

The best level is $x=x_c$. It coincides with $E_i$ if $c_n=c_p$, and with midgap if also $N_c=N_v$. If electrons are captured more readily, the best level moves down, because easy electron capture implies easy electron emission.

Define an edge as a level at which the lifetime is twice the floor. The two cosines in \eqref{law} are then equal, so $x-x_c=\pm(x_F-x_c)$. The edges are
\begin{equation}
E_t=E_F,\qquad E_t-E_i=2kTx_c-(E_F-E_i).
\end{equation}
One edge is the Fermi level, and the other is its mirror image about the centre. Their separation is $2kT|x_F-x_c|$, or
\begin{equation}
\boxed{W=\left|2(E_F-E_i)+kT\ln\frac{c_n}{c_p}\right|}.
\label{W}
\end{equation}
For n-type material with $x_F>x_c$, a tenfold increase in $n_0$ adds $2kT\ln10$, since it moves both edges; $n_0$ equals the net donor density when that density far exceeds $n_i$. A tenfold increase in $c_n/c_p$ adds $kT\ln10$, since it moves the lower edge alone. For p-type material with $x_F<x_c$, the expression inside the bars is negative, and a larger $c_n/c_p$ narrows the plateau.

The doubling width measures a flat plateau when $|x_F-x_c|\gg1$. At a distance $d\,kT$ inside an edge, and well away from the other, the ratio of cosines is close to $e^{-d}$. The lifetime is within 5\% of the floor once the level is about $3kT$ inside. At $d\,kT$ outside, the ratio is close to $e^d$. When $|x_F-x_c|$ is of order one, there is a rounded minimum and no plateau. At the minimum itself $\tau/\tau_{\rm fl}=1+1/\cosh(x_F-x_c)$, which reaches 2 when $x_F=x_c$.

\section{Why each wall rises}

The walls have different causes. Let $f_0=m_0/N_t=n_0/(n_0+n_1)$ be the equilibrium filling. Because $n_0p_0=n_1p_1$, we have $p_0/p_1=n_1/n_0$ and hence also $f_0=p_1/(p_0+p_1)$. Therefore
\begin{equation}
D_0=\frac{c_nn_0+c_pp_1}{f_0},
\end{equation}
and \eqref{tau} becomes
\begin{equation}
\frac1\tau=N_tc_p\,f_0\,P\left(1+\frac{p_0}{n_0}\right),\qquad
P=\frac{c_nn_0}{c_nn_0+c_pp_1}.
\label{causes}
\end{equation}

For n-type material this reads as a sequence of events. A hole needs a filled trap, which supplies the factor $f_0$. Its capture empties the trap. The trap is then refilled either by a conduction electron, at rate $c_nn_0$, which completes recombination, or by a valence electron, at rate $c_pp_1$, which returns the hole. $P$ is the probability of the first outcome. The last factor accounts for excess electrons recombining with equilibrium holes and is close to one when $p_0\ll n_0$.

Take $x_F-x_c\gg1$, so that the Fermi level is the upper edge and the two edges are well separated. At the upper edge $n_1=n_0$, so $f_0=1/2$. Above it, thermal emission keeps most traps empty, and holes find few electrons to meet. At the lower edge $c_pp_1=c_nn_0$, so $P=1/2$. Below it, the traps are full, but most captured holes escape before an electron arrives. In p-type material electrons and holes exchange roles.

\section{A worked case}

Consider a model semiconductor at 300\,K, where $kT=0.02585$\,eV, with a gap of 1.10\,eV and density-of-states masses of 1.0 (electrons) and 0.8 (holes) free-electron masses. Energies are given in eV and densities in cm$^{-3}$, since hartree units would be awkward here. Parabolic bands, with $N_{c,v}=2(m_{e,h}kT/2\pi\hbar^2)^{3/2}$, give $N_c=2.51\times10^{19}$ and $N_v=1.80\times10^{19}$\,cm$^{-3}$. Then $n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}=1.22\times10^{10}$\,cm$^{-3}$, and $E_i$ lies 0.004\,eV below midgap.

Take $n_0=10^{16}$\,cm$^{-3}$, $N_t=10^{12}$\,cm$^{-3}$, and cross-sections $\sigma_n=10^{-14}$ and $\sigma_p=10^{-15}$\,cm$^2$. Capture coefficients are cross-section times mean thermal speed $\sqrt{8kT/\pi m}$, using the same masses:
\begin{align}
c_n&=10^{-14}\times1.076\times10^7
=1.08\times10^{-7}\ {\rm cm^3\,s^{-1}},\\
c_p&=10^{-15}\times1.203\times10^7
=1.20\times10^{-8}\ {\rm cm^3\,s^{-1}}.
\end{align}
The ratio is $c_n/c_p=8.94$ rather than 10, because the lighter holes move faster. The floor is $\tau_{p0}=1/(c_pN_t)=83.1\,\mu$s. The bound on the trapped fraction of the excess charge is $N_t/n_0=10^{-4}$.

The Fermi level lies $kT\ln(n_0/n_i)=0.352$\,eV above $E_i$, and the centre lies at $-\tfrac12kT\ln8.94=-0.028$\,eV. With one more digit these are $0.3520$ and $-0.0283$\,eV. The lower edge is therefore at $2(-0.0283)-0.3520=-0.409$\,eV, and
\begin{equation}
W=2(0.352)+0.02585\ln8.94
=0.761\ {\rm eV}=0.0280\ {\rm hartree}.
\end{equation}
This is 69\% of the gap. Lifetimes from \eqref{causes} are as follows.

\begin{center}
\begin{tabular}{rccr}
$E_t-E_i$ (eV) & $f_0$ & $P$ & $\tau$ ($\mu$s)\\
$-0.45$ & 1.000 & 0.168 & 495\\
$-0.40$ & 1.000 & 0.582 & 143\\
$-0.20$ & 1.000 & 1.000 & 83\\
$0.00$ & 1.000 & 1.000 & 83\\
$0.20$ & 0.997 & 1.000 & 83\\
$0.35$ & 0.519 & 1.000 & 160\\
$0.40$ & 0.135 & 1.000 & 616\\
$0.45$ & 0.022 & 1.000 & 3770
\end{tabular}
\end{center}

The filling falls on the upper side and $P$ falls on the lower side. The levels at $\pm0.45$\,eV have different lifetimes because the centre is below $E_i$: the upper level is farther outside its edge.

Equation \eqref{W} gives these widths in eV for other dopings and cross-section ratios:
\begin{center}
\begin{tabular}{cccc}
$n_0$ (cm$^{-3}$) & $\sigma_n/\sigma_p=0.1$ & 1 & 10\\
$10^{14}$ & 0.40 & 0.46 & 0.52\\
$10^{15}$ & 0.52 & 0.58 & 0.64\\
$10^{16}$ & 0.64 & 0.70 & 0.76
\end{tabular}
\end{center}
One decade of doping adds 0.119\,eV and one decade of cross-section ratio adds 0.060\,eV.

\section{Depletion removes the plateau}

In a fully depleted region $n=p=0$. Equation \eqref{U} is then negative, which means generation. Its magnitude is
\begin{equation}
G=\frac{N_tc_nc_pn_i^2}{c_nn_1+c_pp_1}
=\frac{N_tn_i\sqrt{c_nc_p}}{2\cosh(x-x_c)},
\label{G}
\end{equation}
where \eqref{emission} was used. The capture terms that formed the plateau are gone. Each generated pair needs one electron emission and one hole emission in succession, so the slower emission limits the rate. Moving the level away from $x_c$ speeds up one and slows down the other, and the slow one controls the result.

The half-maximum condition is $\cosh(x-x_c)=2$, so the full width is $2kT\,{\rm arcosh}\,2=0.068$\,eV. For the traps above, the peak is $G=2.2\times10^{14}$\,cm$^{-3}$\,s$^{-1}$. A level at $E_i$ generates at $1/\cosh x_c=60\%$ of this peak, so even here the best level differs from $E_i$ unless the capture coefficients match.

Now place the trap 0.20\,eV above $E_i$. In neutral n-type material its lifetime exceeds that of the best level by 0.3\%. In depletion, $x-x_c=(0.200+0.028)/0.02585=8.8$, and its generation rate is lower than the peak by a factor of about 3400. The same defect can thus limit the lifetime of a neutral region and contribute little to depletion leakage.

\section{Consequences for practice}

\textbf{Ranking defects.} Inverse lifetimes of independent, dilute trap species add. Within the plateau, the species should be ranked by $N_tc_p$ in n-type material with $\tau_{p0}n_0\gg\tau_{n0}p_0$, and by $N_tc_n$ in p-type material with $\tau_{n0}p_0\gg\tau_{p0}n_0$. Depth matters for levels near or beyond an edge. For depletion leakage, depth must be included from the start through \eqref{G}.

\textbf{Locating a level.} One lifetime on the plateau says almost nothing about $E_t$. A doping series can say more. For n-type samples with $p_0\ll n_0$ and $\tau_{n0}p_0\ll\tau_{p0}n_0$, \eqref{tau} becomes
\begin{equation}
\tau\simeq\tau_{p0}\left[1+\frac{n_1+(c_p/c_n)p_1}{n_0}\right].
\end{equation}
If $N_t$ and the capture coefficients are the same in all samples, a plot against $1/n_0$ has intercept $\tau_{p0}$. Its slope divided by its intercept is $n_1+(c_p/c_n)p_1$. The series does not give $c_p/c_n$, so a level in the lower part of the gap is fixed only through the product $(c_p/c_n)p_1$. Even with $c_p/c_n$ known, reflection about $x_c$ leaves the sum unchanged, so the series cannot distinguish a level from its mirror image. Such a distinction needs other information, for example a p-type series, which gives $\tau_{n0}$ and hence $c_p/c_n$, together with a measurement that tells electron emission from hole emission.

\textbf{Changing injection.} For $n=p=\delta$ much larger than $n_0$, $p_0$ and $n_i$, \eqref{U} gives
\begin{equation}
\tau\simeq\tau_{p0}+\tau_{n0}
+\frac{\tau_{p0}n_1+\tau_{n0}p_1}{\delta}.
\end{equation}
The injected density then takes over the role of doping in suppressing the emission terms.

\textbf{Limits of the width formula.} The edges must lie inside the gap, and the Fermi level must stay a few $kT$ from the bands so that the carriers are non-degenerate. In n-type material with $x_F>x_c$ the lower edge is $kT[\ln(N_v/n_0)-\ln(c_n/c_p)]$ above the valence band, which is 0.137\,eV in the example. If $c_n/c_p$ exceeds $N_v/n_0$, this edge leaves the gap and $W$ no longer measures a range of available trap levels. The comparison also holds $c_n$ and $c_p$ fixed as the level moves. Real defects differ in both, and their capture coefficients can outweigh position within the plateau. Dense traps obey the same rate equations, but the excess densities of electrons and holes then generally differ, so the assumption of equal excess densities behind \eqref{tau} is no longer justified. Traps with several charge states and emission enhanced by a strong field require an extended model. Radiative and Auger recombination add separate channels to the total rate.

Numerical values quoted here were computed with a short program.
